# Mean-square phonon velocity on a spring lattice and in Debye's model

## Problem

Atoms of mass \(m\) form a simple-cubic lattice of spacing \(a\). Each atom has one scalar displacement \(u\), and springs of constant \(K\) join nearest neighbours. Long waves travel at the sound speed \(c\).

(a) Find the average of \(v_x^2\), the squared \(x\)-component of the group velocity, over the Brillouin zone, in units of \(c^2\). Every wavevector counts equally.

(b) A crystal has \(a=0.27\) nm, \(c=6.4\) km/s and thermal conductivity \(\kappa=150\) W/(m K) at 300 K. These are rough values for silicon, with \(a^3\) the volume per atom. Three identical scalar branches stand for the three polarizations, every mode has the classical heat capacity \(k_B\), and all modes share one relaxation time \(\tau\). Find \(\tau\) and the mean free path.

## A tempting solution

Sound in this lattice has the same speed in all directions, so one sets \(\omega=ck\) for every mode. Each group velocity then has magnitude \(c\). If its direction makes an angle \(\theta\) with the \(x\)-axis,

\[
\langle v_x^2\rangle=c^2\,\frac12\int_0^\pi\cos^2\theta\,\sin\theta\,d\theta=\frac{c^2}{3}.
\]

For part (b) one needs the link between \(\kappa\) and \(\tau\). In a steady temperature gradient the Boltzmann equation for the occupation \(n\) of a mode is \(v_x\,\partial n/\partial x=-(n-n_0)/\tau\), where \(n_0\) is the local equilibrium occupation. To first order in the gradient, \(n\) may be replaced by \(n_0\) on the left:

\[
n-n_0=-\tau v_x\frac{\partial n_0}{\partial T}\frac{dT}{dx}.
\]

The heat flux is the sum of \(\hbar\omega\,v_x\,n\) over modes, per volume. The part with \(n_0\) cancels between \(\mathbf k\) and \(-\mathbf k\). In the rest, \(\hbar\omega\,\partial n_0/\partial T\) is the heat capacity of the mode, here \(k_B\). Hence

\[
\kappa=C\tau\langle v_x^2\rangle,\qquad C=\frac{3k_B}{a^3}=2.10\ \mathrm{J/(cm^3\,K)}.
\]

With \(\langle v_x^2\rangle=c^2/3\),

\[
\tau=\frac{3\times150}{2.10\times10^6\times(6.4\times10^3)^2}\ \mathrm{s}\approx5.2\ \mathrm{ps},
\]

and the mean free path would be \(c\tau\approx33\) nm.

## Where it fails

The conduction law is sound under the stated assumptions, and so is the angular average. The fault is the use of \(\omega=ck\) for every mode. That relation holds when \(ka\ll1\), but the average counts all wavevectors equally, and most of the zone's volume lies where \(ka\) is not small. There the frequency curve bends over and the group velocity drops. Along a cube axis, for example, the lattice will turn out to have \(v=c\cos(ka/2)\), which vanishes at the zone face.

## The right average

**Frequencies.** Newton's law for the atom at \(\mathbf r\) is

\[
m\ddot u_{\mathbf r}=K\sum_{\boldsymbol\delta}(u_{\mathbf r+\boldsymbol\delta}-u_{\mathbf r}),
\]

with \(\boldsymbol\delta\) running over the six nearest neighbours. Insert \(u_{\mathbf r}=e^{i(\mathbf k\cdot\mathbf r-\omega t)}\) and write \(q_i=k_ia\). The two neighbours on axis \(i\) contribute \(2\cos q_i-2=-4\sin^2(q_i/2)\), so

\[
\omega^2=\frac{4K}{m}S,\qquad S=\sum_{i=x,y,z}\sin^2\frac{q_i}{2}.
\]

For small \(q\), \(S\approx q^2/4\) and \(\omega^2\approx(K/m)a^2k^2\). Thus \(c=a\sqrt{K/m}\) in every direction, and \(\omega^2=(4c^2/a^2)S\).

**Velocities.** Since \(\partial S/\partial k_x=a\sin(q_x/2)\cos(q_x/2)=(a/2)\sin q_x\), differentiating \(\omega^2\) gives

\[
2\omega v_x=\frac{4c^2}{a^2}\,\frac a2\sin q_x
\quad\Rightarrow\quad
v_x=\frac{c^2\sin q_x}{a\,\omega}=\frac{c\,\sin q_x}{2\sqrt S}.
\]

The sum of the squares of the three components shows the slowing directly. With \(\sin^2q_i=4\sin^2(q_i/2)\cos^2(q_i/2)\),

\[
\frac{v^2}{c^2}=\frac{\sum_i\sin^2(q_i/2)\,\cos^2(q_i/2)}{\sum_i\sin^2(q_i/2)} .
\]

This is a weighted mean of the three \(\cos^2(q_i/2)\). A component has weight only if \(q_i\ne0\), and then its \(\cos^2(q_i/2)\) is below 1, so every mode with \(\mathbf q\ne0\) is slower than \(c\). On a cube axis one term survives, which gives the \(\cos(ka/2)\) quoted above.

**Reduction to one integral.** Let \(\langle\cdots\rangle\) mean \(\int d^3q/(2\pi)^3\) with each \(q_i\) from \(-\pi\) to \(\pi\), and define \(J=\langle v_x^2\rangle/c^2\). Put \(E=3-\cos q_x-\cos q_y-\cos q_z\). Because \(2\sin^2(q_i/2)=1-\cos q_i\), we have \(E=2S\). Then \(v_x^2=c^2\sin^2q_x/(2E)\), and \(\sin^2q_x=(1-\cos2q_x)/2\) gives

\[
J=\frac14\left\langle\frac{1-\cos2q_x}{E}\right\rangle .
\]

The denominator vanishes at \(q=0\), but \(v_x^2<c^2\) at every other point, so the average is finite.

Now write \(1/E=\int_0^\infty e^{-tE}dt\). The integrand is nowhere negative, so the zone average may be taken first. It factorizes into integrals over single angles, which are modified Bessel functions:

\[
\frac1{2\pi}\int_{-\pi}^{\pi}e^{t\cos q}\cos nq\,dq=I_n(t).
\]

The angles \(q_y\) and \(q_z\) give \(I_0\) each, and \(q_x\) gives \(I_0-I_2\):

\[
J=\frac14\int_0^\infty e^{-3t}I_0^2\,(I_0-I_2)\,dt .
\]

The difference can be simplified by parts, using \(\sin q\,e^{t\cos q}=-(1/t)\,d(e^{t\cos q})/dq\). The boundary terms vanish because \(\sin(\pm\pi)=0\):

\[
I_0-I_2=\frac1{2\pi}\int_{-\pi}^{\pi}2\sin^2q\;e^{t\cos q}dq
=\frac2t\,\frac1{2\pi}\int_{-\pi}^{\pi}\cos q\;e^{t\cos q}dq=\frac{2I_1}{t}.
\]

Therefore

\[
\boxed{\,J=\frac12\int_0^\infty e^{-3t}I_0(t)^2I_1(t)\,\frac{dt}{t}=0.1049\,}
\]

where the last figure comes from numerical quadrature. The integral converges at both ends: \(I_1/t\to1/2\) as \(t\to0\), and for large \(t\) each Bessel function behaves as \(e^t/\sqrt{2\pi t}\), so the integrand falls as \(t^{-5/2}\). A direct zone average of velocities, obtained by finite differences of \(\omega\), gives the same value to the six decimals printed.

So \(\langle v_x^2\rangle\approx0.105\,c^2\), which is \(3J=0.315\) times the Debye value. Direction plays no part in the difference. Cubic symmetry gives \(\langle v_x^2\rangle=\langle v^2\rangle/3\) in the lattice, just as isotropy does in the Debye model. The reduction is entirely in the speeds: the rms speed is \(\sqrt{3J}\,c=0.561\,c\), and about 48% of the modes are slower than \(c/2\).

## A check by counting walks

The size of \(J\) can be confirmed without Bessel functions. Let \(\lambda=(\cos q_x+\cos q_y+\cos q_z)/3\), so that \(E=3(1-\lambda)\). Shifting all three \(q_i\) by \(\pi\) changes the sign of \(\lambda\) and leaves \(\cos2q_x\) alone. Averaging \(1/(1-\lambda)\) with its shifted partner gives \(1/(1-\lambda^2)\), a sum of even powers:

\[
J=\frac1{12}\sum_{n=0,2,4,\dots}\left\langle(1-\cos2q_x)\lambda^n\right\rangle
=\frac1{12}\sum_{n\ \mathrm{even}}\left[P_n(0,0,0)-P_n(2,0,0)\right].
\]

Here \(P_n\) is the probability that a random walk of \(n\) nearest-neighbour steps ends at the given site. It appears because \(\lambda\) is the mean of \(e^{i\mathbf q\cdot\boldsymbol\delta/a}\) over the six steps.

- For \(n=0\) the bracket is 1.
- For \(n=2\), 6 of the 36 walks return and 1 reaches \((2,0,0)\), which gives \(5/36\).
- For \(n=4\) there are 1296 walks. Returns number \(3\times6=18\) on a single axis and \(3\times24=72\) on two axes, 90 in all. Walks to \((2,0,0)\) number 4 on the \(x\)-axis and \(2\times12\) with an excursion along \(y\) or \(z\), 28 in all. The bracket is \(62/1296\).

Hence

\[
J>\frac{1+0.13889+0.04784}{12}=0.0989,
\]

a lower bound, since no term is negative. For large \(n\), \(\lambda^n\) is concentrated near \(q=0\) and near \((\pi,\pi,\pi)\). With \(\mathbf q\) measured from either point, \(\lambda^n\approx e^{-nq^2/6}\) and \(1-\cos2q_x\approx2q_x^2\). The Gaussian integral is \((3/2\pi n)^{3/2}\), with mean \(q_x^2\) equal to \(3/n\), so the two points together give a bracket of about \((12/n)(3/2\pi n)^{3/2}\). Replacing the sum over even \(n>N\) by half the integral from \(N+1\) gives the remainder

\[
\Delta J\approx\frac13\left(\frac{3}{2\pi}\right)^{3/2}(N+1)^{-3/2}.
\]

Terms up to \(N=40\) sum to 0.10453, and the remainder is 0.00042. The total, 0.10495, agrees with the integral to within \(3\times10^{-5}\).

## When one-third returns

Equal counting belongs to high temperature. In general a mode is weighted by its heat capacity, \(k_B\,x^2e^x/(e^x-1)^2\) with \(x=\hbar\omega/k_BT\). When \(k_BT\) is far below \(\hbar\omega_{\max}\), where \(\omega_{\max}=2\sqrt3\,c/a\), only long waves have appreciable weight. For them the expression for \(v^2\) gives

\[
\frac{v^2}{c^2}\approx1-\frac{\sum_iq_i^4}{4q^2},
\]

so the speed tends to \(c\) and the average to \(c^2/3\). At \(k_BT=0.003\,\hbar\omega_{\max}\) the weighted average is \(0.3332\,c^2\). The Debye value is thus right for this lattice at low temperature, and the classical value is smaller by a factor of about three.

## Relaxation time and mean free path

With \(\kappa\), \(C\) and \(c\) held fixed, the corrected relaxation time is

\[
\tau=\frac{\kappa}{CJc^2}=\frac{150}{2.10\times10^6\times0.1049\times(6.4\times10^3)^2}\ \mathrm{s}\approx16.6\ \mathrm{ps},
\]

longer than the first answer by \(1/(3J)=3.18\). Define the mean free path as rms speed times \(\tau\). The rms speed is \(0.561\times6.4=3.59\) km/s, so

\[
\Lambda=3.59\times10^3\times16.6\times10^{-12}\ \mathrm m\approx60\ \mathrm{nm},
\]

against 33 nm. The ratio is \(1/\sqrt{3J}=1.78\), less than that of the times, because the modes live longer but move more slowly.

## How far this describes silicon

The model's top frequency, 13.1 THz, is somewhat below the real one of about 15.6 THz, and silicon has two atoms per primitive cell, optical branches and forces that are not scalar springs. The value of \(J\) belongs to the present lattice. Changing one assumption at a time, with \(\kappa\) fixed, shows how firm the 16.6 ps is:

- **Quantum heat capacity.** Since \(\hbar\omega_{\max}/k_B=627\) K, 300 K is not fully classical. The heat capacity falls to 1.77 J/(cm³ K) and \(J\) rises to 0.109, giving 19 ps.
- **Unequal sound speeds.** Rough values of 9.0 km/s for the longitudinal branch and 5.4 km/s for the two transverse ones, with the same \(J\) for each, give 15 ps.
- **Optical modes.** Half of silicon's modes are optical. In the extreme case that they carry no heat, while the acoustic half keeps the same \(J\), the acoustic modes need 33 ps. This is a high estimate: in the present lattice the lower-frequency half of the modes has an average \(v_x^2\) above \(Jc^2\), which would shorten the time.
- **Frequency-dependent scattering.** If \(\tau\propto\omega^{-2}\), long waves have much longer paths, and half the heat is carried by modes with mean free paths above about 135 nm. This figure belongs to the model; first-principles calculations for real silicon at 300 K put it higher, at several hundred nanometres to about a micrometre.

The first three changes move the common relaxation time by up to a factor of two. The fourth leaves no common value at all: the relaxation times of the modes that carry the heat then differ by much more than that. These changes matter for thin films. Take a film of thickness \(d=100\) nm with diffusely scattering surfaces and heat flowing along it. A mean free path of 33 nm would lower the conductivity by only about \(3\Lambda/8d\approx12\%\); flow across the film is affected more. Multiplying each mode's contribution by \(1-y(1-e^{-1/y})\), with \(y=|v_z|\tau/d\) and \(z\) normal to the film, gives about 0.71 of the bulk value for 16.6 ps. It gives about 0.54 for the 33 ps optical case and 0.53 for \(\tau\propto\omega^{-2}\), so the last two items matter about equally. In the \(\omega^{-2}\) version of the model, more than half of the bulk heat flow belongs to modes whose mean free path exceeds the thickness. If the surfaces scatter diffusely, the bulk conductivity should not be used for such a film. The relaxation times and the 135 nm value are in the numerical output.

## Computed results

```
Zone average of v_x^2 in units of c^2
  Bessel integral J: 0.104921
  finite-difference velocities: 0.104921
  zone quadrature: 0.104921
  Debye model: 0.333333
  lattice value / Debye value, 3J: 0.3148
  rms speed / c: 0.5610
  share of modes slower than c/2: 0.48
Random-walk series
  terms n = 0, 2, 4: 1.00000, 0.13889, 0.04784
  J from these three terms: 0.09889
  J from terms up to n = 40: 0.10453
  estimated remainder: 0.00042
  sum with remainder: 0.10495
Limits and conduction law
  k_B T / (hbar omega_max) in cold test: 0.003
  cold heat-weighted v_x^2 / c^2: 0.33318
  wave decay rate / kinetic law: 1.00000
Silicon example, rough inputs
  spacing: 0.27 nm
  sound speed: 6.4 km/s
  temperature: 300 K
  thermal conductivity: 150 W/(m K)
Silicon example, results with classical heat capacity
  top frequency of model: 13.1 THz
  hbar omega_max / k_B: 627 K
  heat capacity: 2.10 J/(cm3 K)
  lattice rms speed: 3.59 km/s
  relaxation time, Debye: 5.22 ps
  relaxation time, lattice: 16.59 ps
  relaxation-time ratio: 3.18
  mean free path, Debye: 33.4 nm
  mean free path, lattice: 59.6 nm
  mean-free-path ratio: 1.78
Size of omitted effects, each taken alone
  quantum heat capacity: 1.77 J/(cm3 K)
  quantum-weighted v_x^2 / c^2: 0.1088
  relaxation time, quantum weight: 19.07 ps
  rough longitudinal speed: 9.0 km/s
  rough transverse speed: 5.4 km/s
  relaxation time, unequal speeds: 14.63 ps
  relaxation time, half the modes at rest: 33.2 ps
  half-heat mean free path, tau ~ 1/omega^2: 135 nm
```
